# Separating Static Capacitance from Quartz Resonance in a Deposition Monitor

A simulated 6 MHz quartz crystal receives 60.00 ng/cm² of SnO₂ in one deposition cycle while its motional resistance rises by half. Reading the frequency at which the phase of the admittance vanishes gives 31.16 ng/cm². Reading the maximum of its magnitude gives 88.72 ng/cm². These two readings contain no noise. A fit to noisy complex data from the same crystal gives 60.1 ± 0.5 ng/cm².

## What the two readings measure

With time dependence $e^{+i\omega t}$, the Butterworth-Van Dyke circuit is a capacitance $C_0$ in parallel with a series branch $R,L,C$:
$$Y=i\omega C_0+\frac{1}{R+i\omega L+1/(i\omega C)} .$$
Define $\omega_s=2\pi f_s=1/\sqrt{LC}$ and $D=R/(\omega_sL)=\omega_sRC$. Since $1/C=\omega_s^2L$, the branch reactance is
$$\omega L-\frac1{\omega C}=\omega_sL\left(\frac{\omega}{\omega_s}-\frac{\omega_s}{\omega}\right)=R\,\xi,\qquad \xi=\frac1D\left(\frac{\omega}{\omega_s}-\frac{\omega_s}{\omega}\right).$$
With $G=1/R$ this gives, without approximation,
$$Y=i\omega C_0+\frac{G}{1+i\xi}. \tag{1}$$
Close to resonance $\xi\approx(f-f_s)/\Gamma$, where $\Gamma=f_sD/2=R/(4\pi L)$ is the half-width.

Across so narrow a line $\omega C_0$ is nearly constant. Put $\beta=\omega_sC_0R$, so that $RY=1/(1+i\xi)+i\beta$. The phase vanishes when
$$\beta-\frac{\xi}{1+\xi^2}=0\;\Rightarrow\;\beta\xi^2-\xi+\beta=0\;\Rightarrow\;\xi_0=\frac{1-\sqrt{1-4\beta^2}}{2\beta}\approx+\beta ,$$
taking the root nearer to resonance. The squared magnitude is
$$R^2|Y|^2=\frac{1-2\beta\xi}{1+\xi^2}+\beta^2 .$$
The numerator of its derivative is $-2\beta(1+\xi^2)-2\xi(1-2\beta\xi)=2(\beta\xi^2-\xi-\beta)$, so the maximum lies at
$$\xi_m=\frac{1-\sqrt{1+4\beta^2}}{2\beta}\approx-\beta .$$
Neither point is $f_s$. The errors are $+\beta\Gamma$ and $-\beta\Gamma$ to leading order.

The example takes $f_s=6$ MHz, $C=20$ fF, $C_0=20$ pF including the cable, and $Q=1/D=40000$. Then $R=33.16\ \Omega$, $L=35.18$ mH, $\Gamma=75.0$ Hz and $\beta=0.0250$. The product $\beta\Gamma$ is 1.875 Hz; root searches on the circuit give $+1.876$ and $-1.874$ Hz.

A constant offset would cancel between two readings. Here it does not, because $\beta$ and $\Gamma$ are each proportional to $R$ at fixed $C_0$ and $L$, so their product grows as $R^2$. Raising $R$ by half changes it by $(1.5^2-1)\times1.875=2.34$ Hz. The true mass shift is $-4.89$ Hz, so zero phase reports about $-2.54$ Hz and maximum magnitude about $-7.23$ Hz. Damping has been counted as mass, with opposite signs.

For $\beta>1/2$ the square root in $\xi_0$ becomes imaginary and no zero-phase point exists. Scans of the circuit with $R$ raised 15 times ($\beta=0.375$) and 25 times ($\beta=0.625$) show a crossing in the first case and none in the second.

## Why these circuit elements

The remedy is to fit (1), provided (1) describes a crystal. Consider a plate of thickness $h$ and area $A$, with shear displacement $u(z)$, stress $T$, uniform electric displacement $d$ and field $E$:
$$T=c\,u'-\eta d,\qquad E=-\eta u'+d/\varepsilon .$$
The equation of motion $cu''=-\rho\omega^2u$ has the odd solution $u=B\sin kz$, with $k=\omega\sqrt{\rho/c}$. Let $\theta=kh/2$. Free faces require $ckB\cos\theta=\eta d$. The voltage is then
$$V=\int_{-h/2}^{h/2}\!E\,dz=\frac{dh}{\varepsilon}-2\eta B\sin\theta=\frac{dh}{\varepsilon}\left(1-\kappa\frac{\tan\theta}{\theta}\right),\qquad \kappa=\frac{\eta^2\varepsilon}{c}.$$
The current is $i\omega Ad$, so with $C_e=\varepsilon A/h$
$$Y=i\omega C_eF(\theta),\qquad F=\frac{1}{1-\kappa\tan\theta/\theta}.$$

The poles satisfy $\tan\theta_n=\theta_n/\kappa$. There $\sec^2\theta_n=1+\theta_n^2/\kappa^2$, and the denominator of $F$ has slope
$$-\kappa\left(\frac{\sec^2\theta_n}{\theta_n}-\frac{\tan\theta_n}{\theta_n^2}\right)=-\frac{\theta_n^2+\kappa^2-\kappa}{\kappa\theta_n}.$$
On large contours between the poles $\tan\theta$ stays bounded, so $F\to1$. Since $F$ is even, its partial-fraction expansion is
$$F=1+\sum_n\frac{A_n}{\theta_n^2-\theta^2},\qquad A_n=\frac{2\kappa\theta_n^2}{\theta_n^2+\kappa^2-\kappa}\approx2\kappa .$$
Here $A_n$ follows from $\theta_n^2-\theta^2\approx-2\theta_n(\theta-\theta_n)$ near a pole. A lossless series branch has admittance $i\omega C\omega_s^2/(\omega_s^2-\omega^2)$. Each term is therefore one such branch, with $C_n=C_eA_n/\theta_n^2\approx8\kappa C_e/(n^2\pi^2)$ for odd $n$ and small $\kappa$.

Near the fundamental, the remaining overtones act as extra static capacitance:
$$\frac{8\kappa C_e}{\pi^2}\sum_{n=3,5,\dots}\frac1{n^2-1}=\frac{8\kappa C_e}{\pi^2}\cdot\frac14\sum_{j\ge1}\left(\frac1j-\frac1{j+1}\right)=\frac{2\kappa C_e}{\pi^2},$$
where $n=2j+1$. Thus $C_0$ contains the clamped plate, the overtones and any cable.

A small viscous part in $c$ moves the pole off the real axis. For the circuit, the pole condition $\omega_s^2-\omega^2+i\omega\omega_sD=0$ gives
$$\omega=\omega_s\left(\pm\sqrt{1-D^2/4}+iD/2\right),$$
hence $|\omega|=\omega_s$ and $D=2\,\mathrm{Im}\,\omega/|\omega|$. Take a plate that without loss has $\theta=\pi/2$ at 6 MHz and $\kappa=0.0077$, with $C_e=3.2$ pF and a 16.8 pF shunt, and multiply its $c$ by $1+2.5\times10^{-5}\,if/(6\ \mathrm{MHz})$. The pole found directly has $f_s=5981217.197$ Hz and $D=25.0788\times10^{-6}$. Fitting (1) to the plate's admittance returns both numbers to these digits. The overtone capacitance is 4.98 fF in the fit and 4.99 fF from the formula.

The same $D$ governs free decay. With shorted terminals the charge obeys $L\ddot q+R\dot q+q/C=0$, whose amplitude decays at $R/(2L)=\pi f_sD=471$ s⁻¹, or in 2.12 ms.

## A start that needs no guess

Equation (1) is nonlinear in $\omega_s$ and $D$, so an iteration needs a starting point. Divide by $i\omega$ and put $\gamma=R/L=\omega_sD$:
$$c(\omega)=\frac{Y}{i\omega}=C_0+\frac{1/L}{\omega_s^2-\omega^2+i\omega\gamma}.$$
From here on $c$ denotes this complex capacitance. Multiplying by the denominator and collecting the terms gives
$$\omega_s^2\,c+\gamma\,(i\omega c)+C_0\,\omega^2-(C_0\gamma)\,i\omega-(C_0\omega_s^2+1/L)=\omega^2c .$$
If the five coefficients are treated as independent real unknowns, this is a linear least-squares problem with two real equations per frequency.

Because $\omega^2$ changes by only $2.5\times10^{-4}$ of itself across the sweep, the equation is first referred to the window centre $\omega_c$. Let $s_m$ be the largest $|\omega^2/\omega_c^2-1|$, and define
$$s=\frac{\omega^2-\omega_c^2}{\omega_c^2s_m},\quad b=\frac{\omega_s^2-\omega_c^2}{\omega_c^2s_m},\quad v=\frac{\omega}{\omega_c},\quad g=\frac{\gamma}{\omega_cs_m}.$$
Subtracting $\omega_c^2c$ from both sides, writing $C_0\omega^2-C_0\omega_s^2=C_0(\omega^2-\omega_c^2)-C_0(\omega_s^2-\omega_c^2)$ and dividing by $\omega_c^2s_m$ leaves
$$b\,c+g\,(ivc)+C_0s-(C_0g)\,iv-K=s\,c,\qquad K=C_0b+\frac{1}{L\omega_c^2s_m}.$$
The starting values are $\omega_s=\omega_c\sqrt{1+bs_m}$, $D=gs_m\omega_c/\omega_s$ and, from $G=1/(L\gamma)$, $G=(K-C_0b)\,\omega_c/g$.

Without noise this solves the problem. With noise it is biased, because the measured $c$ also stands among the regressors. Let the noise have standard deviation $\sigma$ in each quadrature of $Y$. It adds $2\sigma^2R^2$ per point to the mean square of the column multiplying $g$, in units where the resonance has height one. It adds nothing on average to that column's product with the right-hand side, since the two noise terms are $90^\circ$ apart.

The useful mean square of the column is what remains after the constant column has removed its mean. For $|\xi|\le X$ it is $\mu-\mu^2$, where $\mu=\arctan X/X$ is the mean of $1/(1+\xi^2)$. For many points and weak noise, therefore,
$$\frac{\delta\Gamma}{\Gamma}\approx-\frac{2\sigma^2R^2}{\mu-\mu^2}.$$
At $X=5$ and $\sigma R=0.03$ this is $-0.90\%$. In 500 simulated sweeps the linear start gave $-0.84\pm0.07\%$. The refinement described next gave $+0.08\pm0.05\%$, consistent with no bias at this resolution.

## Refinement

The refined estimate minimizes $\sum|Y_{\rm data}-Y|^2$, in which noise enters the data alone. With $\ell=1/(1+i\xi)$ the derivatives of (1) are
$$\frac{\partial Y}{\partial G}=\ell,\qquad\frac{\partial Y}{\partial C_0}=i\omega,\qquad\frac{\partial Y}{\partial D}=\frac{iG\xi\ell^2}{D},\qquad\frac{\partial Y}{\partial\omega_s}=\frac{iG\ell^2}{D}\left(\frac{\omega}{\omega_s^2}+\frac1\omega\right).$$
The last two follow from $\partial Y/\partial\xi=-iG\ell^2$, $\partial\xi/\partial D=-\xi/D$ and $\partial\xi/\partial\omega_s=-(\omega/\omega_s^2+1/\omega)/D$.

Each pass solves a linear least-squares problem for the parameter changes, with real and imaginary residuals stacked. The changes are measured in units of $\omega_sD$, $D$, $G$ and $G/\omega_s$, which makes the columns comparable. A step that fails to lower the sum is halved. Iteration stops when all scaled changes fall below $10^{-9}$. The elements are then $R=1/G$, $L=R/(\omega_sD)$ and $C=D/(\omega_sR)$.

## How wide to sweep

Could $C_0$ be left out? Near resonance, the response of $Y/G$ to a change of $f_s$ by $\Gamma$ is
$$i\ell^2=\frac{2\xi+i(1-\xi^2)}{(1+\xi^2)^2}.$$
The response to $\Gamma$ is $\xi$ times this, the response to $G$ is $\ell$, and the response to the static susceptance is $i$. On a symmetric sweep the first and last have odd real and even imaginary parts, while the other two have the opposite parity. The pairs $\{f_s,C_0\}$ and $\{\Gamma,G\}$ therefore decouple.

With $a=\arctan X$ and $q=X/(1+X^2)$, the integrals over $|\xi|\le X$ for the first pair are
$$\int\frac{d\xi}{(1+\xi^2)^2}=a+q,\qquad\int\frac{1-\xi^2}{(1+\xi^2)^2}\,d\xi=2q,\qquad\int d\xi=2X .$$
If $C_0$ is omitted, the term $i\beta$ is projected onto the $f_s$ response:
$$\delta f_s\approx\beta\Gamma\,\frac{2q}{a+q}.$$
For a narrow sweep this tends to $\beta\Gamma$, the zero-phase error. For a wide one it falls as $4\beta\Gamma/(\pi X)$. At $X=5$ it is 0.46 Hz, and a fit with $C_0=0$ is indeed off by $+0.456$ Hz.

If $C_0$ is included, inverting the $2\times2$ matrix for $N$ uniformly spaced points gives
$$\mathrm{var}\,f_s=\left(\frac{\sigma\Gamma}{G}\right)^2\frac{2X/N}{a+q-2q^2/X}.$$
For the other pair the integrals are $\int|\ell|^2d\xi=2a$ for $G$, and $J=\int\xi^2d\xi/(1+\xi^2)^2=a-q$ both for $\Gamma$ and for the cross term. Thus
$$\mathrm{var}\,\Gamma=\left(\frac{\sigma\Gamma}{G}\right)^2\frac{2X/N}{J-J^2/(2a)} .$$

For small $X$ the denominator for $f_s$ shrinks to $8X^3/3$, and the standard deviation grows as $1/X$. A narrow sweep cannot tell a static susceptance from a frequency shift. At fixed $N$ and $\sigma$ the best half-span is $1.19\Gamma$ for $f_s$ and $1.44\Gamma$ for $\Gamma$.

The example uses $5\Gamma$, which costs a factor 1.6 in the uncertainty of $f_s$ but leaves room for the resonance to move. With $N=101$ and $\sigma/G=10^{-3}$ the formulas give 0.0189 Hz for $f_s$ and 0.0288 Hz for $\Gamma$. Repeated fits scatter by 0.0190 and 0.0284 Hz.

## From frequency to mass

Let a rigid film of areal mass $m$ sit on one face of a plate whose other face is free. With $z$ now measured from the free face, $u\propto\cos kz$. The film's equation of motion is $-T(h)=m\ddot u=-m\omega^2u$, so $-ck\sin kh=m\omega^2\cos kh$. Since $ck=\omega Z_q$ with $Z_q=\sqrt{\rho c}$, and $kh=\pi f/f_0$ with $f_0$ the unloaded frequency,
$$\tan\frac{\pi f}{f_0}=-\frac{2\pi fm}{Z_q}\quad\Rightarrow\quad m\approx-\frac{Z_q\,\Delta f}{2f_0^2}.$$
Piezoelectric corrections are neglected here and $f_0$ is identified with $f_s$. For the plate above the two differ by a fraction $4\kappa/\pi^2$, about 0.3%. Because the frequency enters the mass relation squared, using $f_s$ for $f_0$ reads the mass about 0.6% too high.

With the rough value $Z_q=8.84\times10^6$ kg/(m² s), one hertz corresponds to 12.28 ng/cm². A cycle of 0.1 nm at 6 g/cm³ deposits 60.00 ng/cm² and shifts the crystal by $-60.00/12.28=-4.886$ Hz.

The sweeps before and after the cycle each converge in three passes. They give $f_s-6\ \mathrm{MHz}=-0.012$ and $-4.905$ Hz, and $D=25.00\times10^{-6}$ and $37.51\times10^{-6}$. The difference, $-4.893\pm0.040$ Hz, means $60.1\pm0.5$ ng/cm², or 0.100 nm at the assumed density. The rise in damping appears in $D$ alone, because the simulation raises $R$ and nothing else. A physical load that broadens the line usually shifts $f_s$ as well. A thick Newtonian medium, for example, gives $\Delta f=-\Delta\Gamma$, so the same 37.5 Hz of broadening would be read as about 460 ng/cm². The fit removes the error due to $C_0$; it does not separate mass from the reactive part of such a load.

The fitted $C_0$ is 19.91 and then 20.20 pF. Its standard deviation is about $\sigma/(\omega_s\sqrt N)=0.08$ pF, so the second value is 2.5 deviations high, an uncommon draw of the noise. The added mass raises $L$ by less than two parts per million, far below the fit's error in $L$. The mass must be read from $f_s$.

## Against a real reactor

The values of $C$, $C_0$ and $Q$ are chosen inputs, not measurements. A 50% rise of $R$ in one thin cycle is a deliberately severe choice, and process gas does not supply it. For nitrogen at 1 Torr and 423 K, the mean free path is about 72 µm and $\omega\tau\approx4.8$, with $\tau$ the collision time, so free-molecular drag is a fair estimate. Its shear impedance is $Z_g=\rho_g\bar v/4$, with gas density $\rho_g$ and mean speed $\bar v$. Replacing $i\omega m$ by $Z_g$ in the mass relation gives $\delta\Gamma=f_sZ_g/(\pi Z_q)\approx0.03$ Hz per face, against the 37.5 Hz imposed here. The film does not supply it either: a 0.1 nm layer of this density with a shear modulus of 1 MPa adds less than $10^{-6}$ Hz to $\Gamma$, and a stiffer one adds less still.

The example also assumes constant temperature. A rough cubic law for an AT-cut crystal, $\Delta f/f=10^{-10}\,\mathrm{K^{-3}}(T-298\,\mathrm K)^3$, has a slope of 28 Hz/K at 423 K. Cooling by 0.17 K then shifts the frequency as much as a whole cycle, and the value of $f_s$ from this one resonance cannot distinguish the two. The law omits the linear term set by the cut angle. A crystal cut to turn over near the process temperature has a much smaller slope there.

Leads matter as well. When their impedance is small compared with $1/(\omega C_0)$, they add to the motional branch: $\delta f_s\approx-f_sL_{\rm lead}/(2L)$ and $\delta D/D\approx R_{\rm lead}/R$. For 0.2 µH and 1 Ω these are $-17.1$ Hz and $+3.0\%$; fits to a circuit with such leads give $-17.3$ Hz and $+3.05\%$. The inductive offset cancels in $\Delta f$ if it is stable. The lead resistance also rotates the resonance circle by about $2\omega_sC_0R_{\rm lead}$, an error in $f_s$ that grows with $\Gamma$. For 1 Ω and the 50% rise of $R$ it leaves $-0.044$ Hz, or 0.55 ng/cm², in $\Delta f$, as much as the noise. The absolute $f_s$ and $D$, and $\Delta f$ when the damping changes, need a calibrated fixture.

The sweep itself takes time. A 10 ms dwell leaves $e^{-4.71}=0.9\%$ of the transient from each frequency step if the reading is taken at its end, and 101 points take 1.01 s. Averaging over the whole dwell instead would move the fitted $f_s$ by about $+1.2$ Hz and $\Delta f$ by about $-0.4$ Hz in this example, so the settling time must precede the reading. If the whole cycle's shift $\Delta f$ occurred linearly during an upward sweep of width $W=750$ Hz, the detuning would be multiplied by $1-\Delta f/W$. The fitted $\Gamma$ would then be low by 0.65%, as a fit to such a sweep confirms. Sweeps are therefore best placed in the purge periods, when the mass is steady.

After 1000 equal cycles the shift is $-4882$ Hz. Keeping $f$ rather than $f_0$ on the right of the plate condition multiplies the shift by $1+\Delta f/f_0$, so the linear relation underestimates the mass by 0.08%. This holds for a rigid film. A second mode inside the window breaks (1) itself, so the residuals of the fit should be inspected for structure before $D$ is interpreted. A soft film is harder to notice. Across so narrow a line its mechanical impedance is nearly constant, so (1) can still fit well while the shift of $f_s$ no longer measures mass alone. Small residuals therefore do not show that a film is rigid; a rise in $D$, or disagreement between the masses read from different overtones, is a better warning. Even a rigid film on the plate above gives masses that differ by about 0.6% between $n=1$ and $n=3$ when $f_{s,n}/n$ is used for $f_0$, so only larger disagreements count. The numerical output below lists the values used here.

## Calculated quantities

```
Chosen fs = 6.000 MHz, Q = 40000, D = 25.00e-6
Chosen C = 20.0 fF, C0 = 20.0 pF
R = 33.157 ohm, L = 35.181 mH, G = 30.159 mS
Half-width Gamma = 75.00 Hz, beta = 0.02500
Static susceptance ws*C0 = 0.7540 mS
Sweep: 101 points, half-span 5 Gamma, width 750 Hz
Noise per quadrature = 30.16 uS
Ring-down rate = 471.24 1/s, time = 2.122 ms
Plate inputs: k2 = 0.0077, Ce = 3.2 pF, shunt = 16.8 pF
Plate pole: f = 5981217.197 Hz, D = 25.07875e-6
Plate fit:  f = 5981217.197 Hz, D = 25.07875e-6
Plate fit: C = 20.161 fF, overtone part of C0 = 4.98 fF
Zero phase minus fs = +1.876 Hz
Maximum |Y| minus fs = -1.874 Hz
Fit without C0 minus fs = +0.456 Hz
sd of fs: formula 0.0189, repeated fits 0.0190 Hz
sd of Gamma: formula 0.0288, repeated fits 0.0284 Hz
Best half-span: fs 1.19 Gamma, Gamma 1.44 Gamma
3 % noise, 500 fits, bias of Gamma:
  linear start -0.84 +- 0.07 %
  refined fit  +0.08 +- 0.05 %
Cycle: 0.10 nm at 6.0 g/cm3 = 60.00 ng/cm2
Quartz impedance = 8.842e6 kg/(m2 s)
Mass per hertz = 12.280 ng/cm2/Hz
True shift = -4.886 Hz; R rises to 49.736 ohm
Fit before: fs - 6 MHz = -0.012 Hz, D = 25.001e-6
  R = 33.158 ohm, C0 = 19.912 pF, passes = 3
  L = 35.180 mH, C = 20.000 fF
Fit after: fs - 6 MHz = -4.905 Hz, D = 37.509e-6
  R = 49.745 ohm, C0 = 20.203 pF, passes = 3
  L = 35.179 mH, C = 20.001 fF
Shift by fit = -4.893 Hz, mass = 60.09 ng/cm2
Shift by zero phase = -2.537 Hz, mass = 31.16 ng/cm2
Shift by maximum |Y| = -7.225 Hz, mass = 88.72 ng/cm2
sd of fitted shift = 0.040 Hz = 0.49 ng/cm2
Thickness from fit = 0.1001 nm
Leads 0.2 uH, 1.0 ohm: fs -17.26 Hz, D +3.05 %
Cycle during sweep: Gamma -0.647 %
Dwell 10 ms: transient left 0.90 %, sweep 1.01 s
Temperature slope at 423 K = 28.1 Hz/K
Temperature change equal to one cycle = 0.174 K
N2 at 1 Torr: free path 72.0 um, w*tau = 4.80
N2 drag adds to Gamma 0.0324 Hz per face
1000 cycles: shift -4882.0 Hz, mass error -0.082 %
```
